# Exact paraxial focusing by Glaser's bell-shaped magnetic field

A magnetic lens with a peak field of 0.10 T and a half-width of 10 mm, used on a 100 keV electron beam, has a paraxial focal length of 37.0 mm. The thin-lens formula, which needs only the beam momentum and the integral of the squared field along the axis, gives 31.8 mm for the same lens, 14 % too short relative to the first value. The field is weak in the sense that the focus lies well outside its half-width, yet the error is large. For the bell-shaped field

$$B(z)=\frac{B_0}{1+z^2/a^2}$$

the paraxial ray equation can be solved in closed form, so the origin of the error can be followed step by step. Here $B(z)$ is the field on the axis, $B_0$ its peak and $a$ its half-width at half maximum.

The algebra is in atomic units, with electron mass and elementary charge equal to one and with the magnetic force on an electron written as $-\mathbf v\times\mathbf B$. This force does no work, so the speed $v$, the Lorentz factor $\gamma$ and the momentum $p=\gamma v$ keep their magnitudes. For kinetic energy $E$, the relation $(E+c^2)^2=p^2c^2+c^4$ gives

$$p^2=2E+\frac{E^2}{c^2}.$$

The lens is rotationally symmetric. Close to the axis $B_z\approx B(z)$, and $\nabla\cdot\mathbf B=0$ reads $r^{-1}\partial_r(rB_r)=-B'(z)$. Integration from the axis outward gives $B_r=-rB'/2$, or in Cartesian components $B_x=-xB'/2$ and $B_y=-yB'/2$. A prime denotes $d/dz$. The transverse equations of motion are

$$\gamma\dot v_x=-v_yB+v_zB_y,\qquad \gamma\dot v_y=-v_zB_x+v_xB.$$

Let $w=x+iy$. Adding $i$ times the second equation to the first gives

$$\gamma\ddot w=iB\dot w-iv_z(B_x+iB_y)=iB\dot w+\tfrac{i}{2}v_zB'w .$$

In the paraxial approximation the distance from the axis and the slope are small, and terms of third order in them are dropped. Then $v_z$ may be replaced by $v$, and $d/dt$ by $v\,d/dz$. Division by $\gamma v^2=pv$ leaves

$$w''=\frac{iB}{p}\,w'+\frac{iB'}{2p}\,w .$$

The imaginary coefficients describe a rotation about the axis, which can be separated from the focusing. Put $w=Re^{i\chi}$, with the angle $\chi$ still free. The left side, divided by $e^{i\chi}$, is $R''+2i\chi'R'+i\chi''R-\chi'^2R$. If $\chi'=B/(2p)$ is chosen, the right side, divided by the same factor, is

$$2i\chi'(R'+i\chi'R)+i\chi''R=2i\chi'R'-2\chi'^2R+i\chi''R .$$

The terms in $R'$ and $\chi''$ cancel, and what remains is

$$R''+K(z)R=0,\qquad K=\left(\frac{B}{2p}\right)^2 .$$

Since $K$ is a square, the ray is bent towards the axis for either direction of the field. Reversing the field reverses only the sense of rotation.

For the bell field, define the dimensionless excitation $k$ and a second number $\omega$ by

$$k=\frac{B_0a}{2p},\qquad \omega=\sqrt{1+k^2},\qquad K=\frac{k^2}{a^2(1+z^2/a^2)^2}.$$

The factor $1+z^2/a^2$ suggests $z=a\tan\theta$, which maps the whole axis onto $-\pi/2<\theta<\pi/2$ and turns the factor into $1/\cos^2\theta$. A straight line $R=A+Cz$ becomes $(A\cos\theta+Ca\sin\theta)/\cos\theta$, a harmonic oscillation divided by $\cos\theta$. It is therefore natural to write $R=u(\theta)/\cos\theta$ with the lens present too. With $d\theta/dz=\cos^2\theta/a$, the first derivative is

$$R'=\frac{\cos^2\theta}{a}\,\frac{d}{d\theta}\frac{u}{\cos\theta}
=\frac{1}{a}\left(u_\theta\cos\theta+u\sin\theta\right).$$

On differentiating again, the two terms $\mp u_\theta\sin\theta$ cancel:

$$R''=\frac{\cos^2\theta}{a^2}\left(u_{\theta\theta}\cos\theta+u\cos\theta\right)
=\frac{\cos^3\theta}{a^2}\left(u_{\theta\theta}+u\right).$$

The focusing term is $KR=(k^2/a^2)\cos^4\theta\,u/\cos\theta=(k^2/a^2)\cos^3\theta\,u$. The common factor drops out, and the ray equation becomes

$$u_{\theta\theta}+\omega^2u=0 .$$

The lens has changed the frequency of the oscillation from $1$ to $\omega$, and nothing else.

Consider a ray that arrives parallel to the axis at height $r_0$. It is convenient to count the angle from the entrance side, $\varphi=\theta+\pi/2$, so that

$$z=-a\cot\varphi,\qquad R=\frac{u}{\sin\varphi},\qquad 0<\varphi<\pi .$$

At $\varphi\to0$ the height $R$ must tend to $r_0$, hence $u\approx r_0\varphi$. This fixes $u=0$ and $u_\varphi=r_0$ at $\varphi=0$, and the ray is

$$R(z)=\frac{r_0}{\omega}\,\frac{\sin\omega\varphi}{\sin\varphi}.$$

For $k=0$ this is the undeflected line $R=r_0$. The rotation angle, counted from the entrance, is $\chi=\int B\,dz/(2p)=k\varphi$, and over the whole field it amounts to $k\pi$.

The outgoing asymptote follows from an expansion about $\varphi=\pi$. Let $\varphi=\pi-\varepsilon$, so that $z/a=\cot\varepsilon=1/\varepsilon+O(\varepsilon)$ and $\sin\varphi=\varepsilon+O(\varepsilon^3)$. With $u_\pi=(r_0/\omega)\sin\pi\omega$ and $u_\varphi(\pi)=r_0\cos\pi\omega$,

$$R=\frac{u_\pi-\varepsilon\,u_\varphi(\pi)+O(\varepsilon^2)}{\varepsilon+O(\varepsilon^3)}
\;\longrightarrow\;\frac{r_0\sin\pi\omega}{\omega}\,\frac{z}{a}-r_0\cos\pi\omega .$$

The asymptotic focal length $f$ is defined by a final slope $-r_0/f$, positive for a converging lens. Therefore

$$\boxed{\frac1f=-\frac{\sin\pi\omega}{a\,\omega}}$$

The minus sign is needed because $\omega$ exceeds one: for $1<\omega<2$ the sine is negative and $f$ is positive. The asymptote meets the axis at

$$z_F=a\omega\cot\pi\omega .$$

It reaches the height $r_0$ of the incoming line a distance $f$ earlier, at the principal plane

$$z_H=z_F-f=a\omega\,\frac{\cos\pi\omega+1}{\sin\pi\omega}=a\omega\cot\frac{\pi\omega}{2}.$$

For a weak lens $z_H\approx-\pi k^2a/4$, slightly before the centre.

A target placed in the beam meets the actual ray, not its asymptote. The ray first crosses the axis when $\omega\varphi=\pi$. Because $\omega>1$, this happens inside the range of $\varphi$ for every nonzero excitation. The real focus is at

$$z_1=-a\cot\frac{\pi}{\omega}.$$

There $u=0$ and $u_\varphi=-r_0$, so the slope is $R'=u_\varphi\sin\varphi/a=-(r_0/a)\sin(\pi/\omega)$. Written as $-r_0/f_1$, it defines a real focal length

$$f_1=\frac{a}{\sin(\pi/\omega)},$$

which can never be shorter than $a$.

For the weak-excitation limit, let $\delta=\omega-1=k^2/2-k^4/8+\dots$. Since $\sin\pi\omega=-\sin\pi\delta$,

$$\frac af=\frac{\sin\pi\delta}{\omega}
=\pi\left(\frac{k^2}{2}-\frac{k^4}{8}\right)\left(1-\frac{k^2}{2}\right)+O(k^6)
=\frac{\pi k^2}{2}\left(1-\frac{3k^2}{4}\right)+O(k^6).$$

The cubic term of the sine enters only at order $k^6$. The leading term should equal the thin-lens result, which has its own derivation. Integrating $R''=-KR$ along the whole axis gives the identity

$$\frac1f=\int_{-\infty}^{\infty}K(z)\,\frac{R(z)}{r_0}\,dz .$$

A thin lens is one in which the ray has no room to change its height while it is being deflected, so $R=r_0$ under the integral. With $dz=a\,d\theta/\cos^2\theta$,

$$\frac{1}{f_{\rm thin}}=\int K\,dz=\frac{k^2}{a}\int_{-\pi/2}^{\pi/2}\cos^2\theta\,d\theta=\frac{\pi k^2}{2a},$$

in agreement with the expansion. The identity also shows what the thin lens leaves out. A ray with $R>0$ has $R''<0$, so it sinks below $r_0$ as it passes through the field, and the later parts of the field deflect it less. The ratio $f_{\rm thin}/f$ is the mean of $R/r_0$ weighted with $K$. The inverted expansion,

$$f=\frac{2a}{\pi k^2}\left(1+\frac{3k^2}{4}+\dots\right),$$

says that for small $k$ this loss of height lengthens $f$ by the fraction $3k^2/4$.

The two focal lengths share more than their leading term. With $\sin(\pi/\omega)=\sin(\pi-\pi/\omega)=\sin(\pi\delta/\omega)$, the linear terms of the two sines are both $\pi\delta/\omega$ and cancel in the difference. The cubic terms leave

$$\frac{a}{f_1}-\frac af\approx\frac{\pi^3\delta^3}{6}\left(\frac1\omega-\frac1{\omega^3}\right)
=\frac{\pi^3\delta^3k^2}{6\,\omega^3}\approx\frac{\pi^3k^8}{48}.$$

The distinction is therefore slight in a weak lens. It becomes essential in a strong one, as the formulas show when evaluated in units of $a$:

| $k^2$ | $f_{\rm thin}$ | $f$ | $f_1$ | $z_1$ |
|---|---|---|---|---|
| 0.05 | 12.73 | 13.22 | 13.22 | 13.18 |
| 0.20 | 3.18 | 3.71 | 3.70 | 3.56 |
| 1.00 | 0.64 | 1.47 | 1.26 | 0.76 |
| 2.00 | 0.32 | 2.32 | 1.03 | 0.25 |
| 4.00 | 0.16 | −3.31 | 1.01 | −0.17 |

At $k^2=2$ the asymptotic focal length is longer than at $k^2=1$, although the field is stronger. The ray now crosses the axis earlier, at $0.25a$ instead of $0.76a$, so more of the field lies beyond the crossing. There it bends the ray back towards the axis from the other side, which reduces the final slope. At $k^2=3$, where $\omega=2$, the two deflections balance. The final slope vanishes, the asymptote is $R=-r_0$, and a parallel beam leaves parallel and, in the rotating frame, inverted. In the laboratory the rotation by $k\pi$, here about 312 degrees, comes on top of this inversion. Yet the beam has a real focus at the centre of the lens, with $f_1=a$. For $k^2=4$ the ray crosses the axis twice and leaves on its original side, moving outward, so $f$ is negative.

The numbers at the start belong to a model of the final lens in an electron-beam writer. In atomic units, 100 keV gives $p=89.83$, while 0.10 T is $4.254\times10^{-7}$ and 10 mm is $1.890\times10^{8}$. Hence

$$k=\frac{4.254\times10^{-7}\times1.890\times10^{8}}{2\times89.83}=0.4475,\qquad k^2=0.2003,\qquad \omega=1.0956 .$$

The thin-lens formula gives $f_{\rm thin}=2\times10\ \text{mm}/(0.2003\,\pi)=31.8$ mm. The first correction raises this to $31.8\times(1+0.75\times0.2003)=36.6$ mm, and the closed formula gives

$$f=-\frac{1.0956\times10\ \text{mm}}{\sin(1.0956\,\pi)}=37.0\ \text{mm}=3.70\times10^{8}\ \text{angstrom}.$$

The weighted mean height of the ray in the field is thus $31.8/37.0=0.86$ of its entry height, and this is the 14 % discrepancy. The real focal length, 36.95 mm, is only 0.1 mm shorter than the asymptotic one. The principal plane lies 1.7 mm before the centre, and the real focus 35.6 mm behind it. Up to that focus the beam has turned through $k\pi/\omega$, or 73.5 degrees. The momentum must be relativistic: with $p^2=2E$ and the same field, the focus would appear at 32.7 mm, about 8 % too close.

These are round parameters. The model assumes a parallel incoming beam, whereas a source at a finite distance sends in diverging rays. The field of a real lens also has a different shape: the bell falls off as $1/z^2$, whereas the field of a coil of finite size falls at least as fast as $1/z^3$ far away. A substitute without long tails is the Gaussian $B_0\exp(-\ln2\;z^2/a^2)$, with the same peak and half-width. Numerical integration of $R''+KR=0$ for this field gives $f=36.8$ mm and a real focus at 36.2 mm. The focus moves outward by about 0.7 mm, or 2 %. This is not a bound for all lenses, since a field with a flatter top can shift the focus by more. In the plane of the old focus, a ray that entered at a height of 0.10 mm would then miss the axis by nearly 2 µm, but an adjustment of the coil current can bring the focus back.

The small change in $f$ conceals two larger ones. For the Gaussian, $\int K\,dz=(k^2/a)\sqrt{\pi/(2\ln2)}$, which is less than $\pi k^2/(2a)$ because $\pi\ln2>2$. By itself this would lengthen $f$. Since $f$ is in fact slightly shorter, the identity for $1/f$ requires the weighted mean height to be larger than in the bell. The ray loses less height in the field that lacks long tails.

The paraxial equation sends every parallel ray through one point. The size of its error can be found from the full Lorentz force, if the field is known away from the axis. For any fixed $\beta$, the function $B(z+ix\cos\beta+iy\sin\beta)$ satisfies Laplace's equation, because the squares of the three coefficients, $1$, $i\cos\beta$ and $i\sin\beta$, add to zero. Averaging over $\beta$ restores the rotational symmetry and gives

$$B_z(r,z)=B_0a\,\mathrm{Re}\,\frac{1}{\sqrt{(a-iz)^2-r^2}},\qquad r<a,$$

with the root that tends to $a-iz$ on the axis. The radial component follows from $\nabla\cdot\mathbf B=0$. A ray entering at $r_0=0.10$ mm converges at the half-angle $\alpha=r_0/f_1=0.10/36.95=2.7$ mrad. Its trajectory, integrated numerically in this field, misses the axis by 3.0 nm in the plane of the paraxial focus, having already crossed it. Doubling the entry radius multiplies the miss by 8.0, the cubic growth expected of spherical aberration. Divided by $\alpha^3$, the miss corresponds to a coefficient of about 150 mm.

In the plane of the paraxial focus, the other contributions estimated below are smaller. If the target is moved about 0.8 µm towards the lens, however, the spherical blur radius falls to a quarter, 0.76 nm, and is then comparable with the chromatic and diffraction radii. An energy difference of 1 eV changes $p$, and through the formula for $z_1$ it shifts the focus by 356 nm. Multiplied by $\alpha$, this is a blur radius of 0.96 nm. The electron wavelength $2\pi/p$ is 0.0037 nm, and a uniformly filled round aperture has its first dark ring at $0.61\times0.00370/0.00271=0.83$ nm. These radii describe differently shaped distributions, so their plain sum is not the spot size. The spherical radius is also a ray-optical figure. The aberration at the edge of the aperture is only about half a wavelength, so it gives a scale and not the shape of the spot, and the central intensity is highest at a shift nearer 0.6 µm. All these radii belong to a point source. A source of finite brightness $\beta$ delivers a current $I=\beta\,\pi\rho^2\,\pi\alpha^2$ only into an image of radius $\rho$. For an assumed brightness of $10^8$ A m$^{-2}$ sr$^{-1}$ per volt of beam energy, a current of 10 nA at this angle needs $\rho$ of about 3.6 nm, more than any of the radii above.

The electrons also repel one another. For a uniform beam of current $I$ and radius $r$, Gauss's law gives the field $2I/(vr)$ at the edge. The magnetic field of the beam reduces the force by $1/\gamma^2$, and the slope of an edge ray changes by $\kappa/r$ per unit length, with $\kappa=2I/(\gamma v)^3$. At a distance $s$ before the focus $r=\alpha s$, and a change of slope there displaces the landing point by $s$ times as much. The product $s\,\kappa/(\alpha s)$ is constant, so over a path $f_1$ the displacement is $\kappa f_1/\alpha$. At 10 nA this is 0.06 nm. The parallel beam ahead of the lens adds the same amount per unit length, so a total path of 0.5 m would give about 0.8 nm. In a uniform beam this displacement is proportional to the height of the ray, so it is a shift of the focus, which refocusing can remove. The mean spacing of the electrons along the beam is 2.6 mm at this current, so only about fourteen of them occupy a length $f_1$ at once. A smooth charge density is a crude picture of so few particles. The spacing is about 26 times the beam radius, so the smooth value is only an average. Most electrons have no close neighbour and are displaced far less, while roughly one in ten has one and is displaced by a nanometre or more in a random direction. Refocusing does not remove this scatter, and the estimate leaves it out.

Numbers in the example were calculated in double precision.
